# Order Efficiencies and Power Balance of a Thin Sinusoidal Phase Grating: a program that tests the result

```python
"""
Result under test: a thin lossless phase grating t = exp(i a sin(theta)),
theta = 2 pi x / period, sends the share J_q(a)^2 of the transmitted power
(paraxial sense) into order q, and these shares add up to one.
a = pi (n-1) h / wavelength for a sinusoidal relief of peak-to-valley depth h
on a medium of index n, lit from inside the medium and facing vacuum.
Lengths are in nm. The thin formula is also compared with a solution of the
full wave problem at the curved interface (electric field along the grooves).
"""
import math
import numpy as np
from scipy.special import jv, jn_zeros
from scipy.optimize import brentq

wavelength = 633.0
index = 1.4            # rough value for lithium fluoride in visible light
depth = 800.0
period = 20000.0
a = math.pi * (index - 1) * depth / wavelength


def fourier_orders(phase_function, samples=256):
    """Fourier coefficients of exp(i phase); element [q] also for q < 0."""
    theta = 2 * np.pi * np.arange(samples) / samples
    return np.fft.fft(np.exp(1j * phase_function(theta))) / samples


def sine_orders(amplitude):
    return fourier_orders(lambda th: amplitude * np.sin(th))


def product_series(q, amplitude, terms=40):
    """Coefficient of w^q in exp(amplitude w/2) exp(-amplitude/(2w)), q >= 0."""
    return sum((-1) ** s * (amplitude / 2) ** (2 * s + q)
               / (math.factorial(s) * math.factorial(s + q))
               for s in range(terms))


# Coefficients from the definition against the series and Bessel functions
for amp in (0.3, a, 5.0):
    c = sine_orders(amp)
    for q in range(0, 9):
        assert abs(c[q] - product_series(q, amp)) < 1e-11
        assert abs(c[q] - jv(q, amp)) < 1e-11
        assert abs(c[-q] - (-1) ** q * c[q]) < 1e-11
    q_all = np.fft.fftfreq(len(c), 1 / len(c))
    bessel_shares = jv(q_all, amp) ** 2
    assert abs(bessel_shares.sum() - 1) < 1e-11
    assert abs((q_all ** 2 * bessel_shares).sum() - amp ** 2 / 2) < 1e-9

# Recurrence relations, with coefficients taken from the definition
step = 1e-4
c_mid = sine_orders(a)
c_slope = (sine_orders(a + step) - sine_orders(a - step)) / (2 * step)
for q in range(0, 5):
    assert abs(c_slope[q] - (c_mid[q - 1] - c_mid[q + 1]) / 2) < 1e-7
    assert abs(q * c_mid[q] - a / 2 * (c_mid[q - 1] + c_mid[q + 1])) < 1e-11

# A finite Gaussian beam: power collected around each diffraction angle
periods, per_period = 32, 64
x = np.arange(periods * per_period) / per_period - periods / 2
beam = np.exp(-(x / 3.0) ** 2)
spectrum = np.abs(np.fft.fft(beam * np.exp(1j * a * np.sin(2 * np.pi * x)))) ** 2
nearest_order = np.rint(np.fft.fftfreq(len(x), 1 / per_period))
for q in range(-4, 5):
    share = spectrum[nearest_order == q].sum() / spectrum.sum()
    assert abs(share - jv(q, a) ** 2) < 1e-9


def flux_deficit(amplitude, wavelength_over_period):
    """One minus the normal flux carried by the propagating orders."""
    q = np.arange(-60, 61)
    cosine = np.sqrt(np.maximum(0, 1 - (q * wavelength_over_period) ** 2))
    coefficients = sine_orders(amplitude)
    return 1 - np.sum(np.abs(coefficients[q]) ** 2 * cosine)


ratio = wavelength / period
deficit = flux_deficit(a, ratio)
deficit_estimate = (a * ratio) ** 2 / 4
assert abs(deficit / deficit_estimate - 1) < 0.01
coarse_ratio = 0.4
coarse_deficit = flux_deficit(a, coarse_ratio)
coarse_bound = (a * coarse_ratio) ** 2 / 2
assert 0 < coarse_deficit < coarse_bound

# The ratio of first to zeroth order rises steadily below the first zero of J0
first_zero = jn_zeros(0, 1)[0]
grid = np.linspace(0.01, first_zero - 0.005, 400)
grid_ratio = [abs(c[1] / c[0]) ** 2 for c in map(sine_orders, grid)]
assert np.all(np.diff(grid_ratio) > 0)


def depth_from_ratio(first_over_zeroth):
    amp = brentq(lambda v: (jv(1, v) / jv(0, v)) ** 2 - first_over_zeroth,
                 1e-3, first_zero - 1e-3)
    return amp * wavelength / (math.pi * (index - 1))


assert abs(depth_from_ratio(abs(c_mid[1] / c_mid[0]) ** 2) - depth) < 1e-6


def full_wave(grating_period, highest=35, points=200):
    """Reflected and transmitted flux per order, by matching the field and
    its normal derivative along the sinusoidal interface."""
    q = np.arange(-highest, highest + 1)
    k = 2 * np.pi / wavelength
    grating_k = 2 * np.pi / grating_period
    kx = q * grating_k
    kz_in = np.sqrt((index * k) ** 2 - kx ** 2 + 0j)
    kz_out = np.sqrt(k ** 2 - kx ** 2 + 0j)
    pos = (np.arange(points) / points * grating_period)[:, None]
    surface = depth / 2 * np.sin(grating_k * pos)
    slope = depth / 2 * grating_k * np.cos(grating_k * pos)
    reflected = np.exp(1j * (kx * pos - kz_in * surface))
    transmitted = np.exp(1j * (kx * pos + kz_out * surface))
    incident = np.exp(1j * index * k * surface)
    d_reflected = 1j * (-kz_in - slope * kx) / k * reflected
    d_transmitted = 1j * (kz_out - slope * kx) / k * transmitted
    d_incident = 1j * index * incident
    matrix = np.block([[reflected, -transmitted],
                       [d_reflected, -d_transmitted]])
    right = -np.concatenate([incident[:, 0], d_incident[:, 0]])
    amplitudes = np.linalg.lstsq(matrix, right, rcond=None)[0]
    refl, trans = amplitudes[:len(q)], amplitudes[len(q):]
    flux_r = kz_in.real / (index * k) * np.abs(refl) ** 2
    flux_t = kz_out.real / (index * k) * np.abs(trans) ** 2
    return q, flux_r, flux_t


max_slope = math.pi * depth / period
assert max_slope < 0.448       # plane-wave expansion valid at the interface
q_wave, flux_r, flux_t = full_wave(period)
balance = flux_r.sum() + flux_t.sum()
assert abs(balance - 1) < 1e-6
flat_transmission = 4 * index / (index + 1) ** 2
assert abs(flux_t.sum() - flat_transmission) < 3e-3
wave_share = flux_t / flux_t.sum()
thin_error = np.max(np.abs(wave_share - jv(q_wave, a) ** 2))
assert thin_error < 0.02
_, _, flux_t_wide = full_wave(2 * period)
wide_share = flux_t_wide / flux_t_wide.sum()
thin_error_wide = np.max(np.abs(wide_share - jv(q_wave, a) ** 2))
assert 3.7 < thin_error / thin_error_wide < 4.3
center = len(q_wave) // 2
wave_depth = depth_from_ratio(wave_share[center + 1] / wave_share[center])

# Profile harmonics of five per cent
b = 0.05 * a
skewed = np.abs(fourier_orders(
    lambda th: a * np.sin(th) + b * np.sin(2 * th))) ** 2
symmetric = np.abs(fourier_orders(
    lambda th: a * np.sin(th) + b * np.cos(2 * th))) ** 2
skew_difference = skewed[-1] - skewed[1]
skew_formula = 2 * b * jv(1, a) * (jv(1, a) + jv(3, a))
assert abs(skew_difference / skew_formula - 1) < 0.03
assert abs(symmetric[1] - symmetric[-1]) < 1e-12
symmetric_depth = depth_from_ratio(symmetric[1] / symmetric[0])

# Bound on the apparent depth change for 10 K, rough coefficients per kelvin
temperature_change, expansion, index_drift = 10.0, 4e-5, 2e-5
thermal_bound = depth * temperature_change * (
    expansion + index_drift / (index - 1))

print(f"wavelength = {wavelength:.0f} nm")
print(f"index, rough = {index:.1f}")
print(f"relief depth h = {depth:.0f} nm")
print(f"period = {period:.0f} nm")
print(f"phase amplitude a = {a:.4f} rad")
print(f"first-order angle = {math.degrees(math.asin(ratio)):.3f} deg")
running = 0.0
for q in range(0, 5):
    eta = jv(q, a) ** 2
    running += eta if q == 0 else 2 * eta
    print(f"q={q}: J_q = {jv(q, a):.5f}, eta_q = {eta:.5f}, "
          f"sum to |q| = {running:.6f}")
print(f"sum over |q|<=60 = {np.sum(jv(np.arange(-60, 61), a)**2):.12f}")
print(f"sum of q^2 eta_q = {np.sum(q_all**2 * jv(q_all, a)**2):.5f}")
print(f"a^2/2 = {a * a / 2:.5f}")
print(f"flux deficit, direct = {deficit:.3e}")
print(f"flux deficit, small-angle formula = {deficit_estimate:.3e}")
print(f"short-period case, wavelength/period = {coarse_ratio:.1f}")
print(f"  flux deficit = {coarse_deficit:.4f}, bound = {coarse_bound:.4f}")
print(f"eta_1/eta_0 = {(jv(1, a) / jv(0, a))**2:.4f}")
print(f"first zero of J0 = {first_zero:.4f} rad")
print(f"largest depth for unique reading = "
      f"{first_zero * wavelength / (math.pi * (index - 1)):.1f} nm")
dlog = 2 * (jv(0, a) / jv(1, a) - 1 / a + jv(1, a) / jv(0, a))
dlog_numeric = (math.log(abs(sine_orders(a + step)[1] / sine_orders(a + step)[0]))
                - math.log(abs(sine_orders(a - step)[1] / sine_orders(a - step)[0]))
                ) / step
assert abs(dlog - dlog_numeric) < 1e-6
print(f"relative change of eta_1/eta_0 per nm of depth = "
      f"{100 * dlog * a / depth:.4f} %")
print(f"greatest relief slope = {max_slope:.4f}")
print(f"full wave: reflected + transmitted = {balance:.9f}")
print(f"full wave: transmitted fraction = {flux_t.sum():.5f}")
print(f"flat-face transmitted fraction = {flat_transmission:.5f}")
for q in range(0, 4):
    print(f"full wave: share of order {q} = {wave_share[center + q]:.5f}")
print(f"largest share error of thin formula = {thin_error:.3e}")
print(f"same, period doubled = {thin_error_wide:.3e}")
print(f"ratio of these errors = {thin_error / thin_error_wide:.3f}")
print(f"depth read from full-wave ratio = {wave_depth:.2f} nm")
print(f"depth error of thin formula = {wave_depth - depth:.2f} nm")
print(f"harmonic amplitude b = {b:.4f} rad")
print(f"skewed profile: eta_+1 = {skewed[1]:.5f}, eta_-1 = {skewed[-1]:.5f}")
print(f"skewed profile: difference = {skew_difference:.5f}")
print(f"first-order formula for difference = {skew_formula:.5f}")
print(f"symmetric harmonic: eta_0 = {symmetric[0]:.5f}, "
      f"eta_1 = {symmetric[1]:.5f}")
print(f"symmetric harmonic: depth error = {symmetric_depth - depth:.2f} nm")
print(f"rough expansion = {expansion:.0e} /K, index drift = {index_drift:.0e} /K")
print(f"thermal depth bound for {temperature_change:.0f} K = "
      f"{thermal_bound:.2f} nm")
print("OK")
```

Printed output:

```
wavelength = 633 nm
index, rough = 1.4
relief depth h = 800 nm
period = 20000 nm
phase amplitude a = 1.5882 rad
first-order angle = 1.814 deg
q=0: J_q = 0.46214, eta_q = 0.21357, sum to |q| = 0.213572
q=1: J_q = 0.56869, eta_q = 0.32341, sum to |q| = 0.860396
q=2: J_q = 0.25402, eta_q = 0.06453, sum to |q| = 0.989453
q=3: J_q = 0.07110, eta_q = 0.00506, sum to |q| = 0.999563
q=4: J_q = 0.01458, eta_q = 0.00021, sum to |q| = 0.999989
sum over |q|<=60 = 1.000000000000
sum of q^2 eta_q = 1.26114
a^2/2 = 1.26114
flux deficit, direct = 6.321e-04
flux deficit, small-angle formula = 6.317e-04
short-period case, wavelength/period = 0.4
  flux deficit = 0.1162, bound = 0.2018
eta_1/eta_0 = 1.5143
first zero of J0 = 2.4048 rad
largest depth for unique reading = 1211.4 nm
relative change of eta_1/eta_0 per nm of depth = 0.5612 %
greatest relief slope = 0.1257
full wave: reflected + transmitted = 1.000000000
full wave: transmitted fraction = 0.97160
flat-face transmitted fraction = 0.97222
full wave: share of order 0 = 0.21341
full wave: share of order 1 = 0.32295
full wave: share of order 2 = 0.06487
full wave: share of order 3 = 0.00524
largest share error of thin formula = 4.652e-04
same, period doubled = 1.163e-04
ratio of these errors = 4.001
depth read from full-wave ratio = 799.88 nm
depth error of thin formula = -0.12 nm
harmonic amplitude b = 0.0794 rad
skewed profile: eta_+1 = 0.29415, eta_-1 = 0.35180
skewed profile: difference = 0.05764
first-order formula for difference = 0.05778
symmetric harmonic: eta_0 = 0.21328, eta_1 = 0.32284
symmetric harmonic: depth error = -0.07 nm
rough expansion = 4e-05 /K, index drift = 2e-05 /K
thermal depth bound for 10 K = 0.72 nm
OK
```
